# Starting inverse-overlap refinement from a sparse Frobenius minimizer

A calculation in a localized, non-orthogonal basis often needs the inverse of the overlap matrix $S$, or at least repeated solutions of $Sx=b$. For a large system one would like to build a cheap sparse matrix $M\approx S^{-1}$ and improve it by matrix products. Before spending those products one has to decide whether $M$ is good enough to start from. A poor start may converge slowly, and a bad one diverges. The decision must be made without knowing $S^{-1}$, and its cost per basis function should not grow with the system.

## What goes wrong with cutting the inverse

Take a model chain of $N=200$ normalized s Gaussians with exponent $\alpha=0.4$ bohr$^{-2}$ and alternating spacings of 1.8 and 2.2 bohr. For two such functions a distance $d$ apart, the exponent of the product along the chain is

$$-\alpha\left[x^2+(x-d)^2\right]=-2\alpha\left(x-\tfrac d2\right)^2-\tfrac{\alpha d^2}{2}.$$

The first term integrates to the same value as at $d=0$, where normalization makes the overlap 1. The overlap is therefore $e^{-\alpha d^2/2}$: 0.523 and 0.380 for the two kinds of neighbour, and 0.041 at 4.0 bohr. Overlaps beyond 7 bohr are set to zero, and from here on $S$ means this cut matrix. It is positive definite, with eigenvalues from 0.177 to 1.986.

The entries of $S^{-1}$ decay with distance, so the naive scheme keeps those within some radius and discards the rest. Suppose that an oracle supplied the exact inverse and that we kept the diagonal and the nearest neighbours (3 bohr). In a column in the middle of the chain the kept entries are $1.897$, $-0.914$ and $-1.125$. Apply this cut matrix to a vector with all components equal. Away from the ends each component is multiplied by

$$1.897-0.914-1.125\approx-0.14 .$$

The true inverse is positive definite and cannot do this. Its entries alternate in sign, and the positive second-neighbour entries, $0.470$ on each side, were part of the balance. Diagonalization confirms the damage: the cut inverse has a lowest eigenvalue of $-0.141$, and its product with $S$ has an eigenvalue of $-0.280$.

Keeping correct entries thus does not guarantee a usable start. What matters is how $M$ acts together with $S$, which is measured by the residual

$$R=I-SM .$$

## Minimizing the residual column by column

Let $S$ be real, symmetric and positive definite. For each column $j$ prescribe a set $J_j$, containing $j$, of rows where $M$ may be nonzero. Write $m_j$ for column $j$ of $M$, $e_j$ for column $j$ of $I$, and $r_j=e_j-Sm_j$ for column $j$ of $R$. The squared Frobenius norm is the sum of the squares of all entries, and grouping it by columns gives

$$\|I-SM\|_F^2=\sum_{j=1}^N\|e_j-Sm_j\|_2^2 .$$

The unknowns in $m_j$ occur in term $j$ and in no other, and the pattern does not link different columns. The sum is therefore smallest when each term is smallest, and the large problem separates into $N$ independent ones.

Each of them is small. Let $y$ hold the allowed entries of $m_j$. Then $Sm_j$ combines the columns of $S$ listed in $J_j$, and it vanishes outside the set $I_j$ of rows where at least one of these columns is nonzero. Row $j$ belongs to $I_j$, because $j\in J_j$ and $S_{jj}>0$. The discarded rows therefore read $0-0$ and contribute nothing. With $A_j=S(I_j,J_j)$ and $\hat e_j$ the part of $e_j$ on $I_j$, the task is

$$\min_y\|\hat e_j-A_jy\|_2 .$$

The columns of $S$ are linearly independent, and only zero rows were removed, so $A_j$ has full column rank and the minimizer is unique. With a pattern radius of 5 bohr, a column in the middle of the chain needs 11 rows and 5 unknowns. On a 12-function chain, solving for all columns at once in a single constrained least-squares problem gave the same $M$ to rounding.

The middle column of the minimizer is

$$(0.276,\,-0.739,\,1.731,\,-0.937,\,0.232),$$

while the exact inverse has $(0.470,-0.914,1.897,-1.125,0.470)$ in the same places. The minimizer deliberately departs from the correct entries, to compensate for those it may not have.

Its two outer entries differ, although the distances are equal. Away from the ends the chain repeats after two sites, so $M_{j+2,j}=M_{j,j-2}$, and the difference between $M_{j-2,j}$ and $M_{j+2,j}$ is the difference between $M_{j-2,j}$ and $M_{j,j-2}$. Each column is fitted separately, so nothing enforces $M_{ij}=M_{ji}$, and $M$ is in general not symmetric. The argument below does not need symmetry. If a symmetric start is wanted, $(M+M^T)/2$ must have its residual computed afresh, because

$$I-SM^T=S(I-M^TS)S^{-1}=SR^TS^{-1},$$

and the factors $S$ and $S^{-1}$ can enlarge the norm.

## What the residual says about eigenvalues

Let $SMv=\lambda v$ with $v\neq0$. Then $Rv=v-SMv=(1-\lambda)v$. Taking norms, and using $\|Rv\|\le\|R\|\,\|v\|$,

$$|1-\lambda|\le\|R\| .$$

This holds for every matrix norm induced by a vector norm. It also holds for $\|R\|_F$, since $\|Rv\|_2\le\|R\|_F\|v\|_2$. All eigenvalues of $SM$ lie in a disc around 1 with the residual norm as radius. They may be complex, since $M$ need not be symmetric.

The Frobenius norm says something about all eigenvalues together. Write $R=QTQ^\dagger$ with $Q$ unitary and $T$ upper triangular. The diagonal of $T$ holds the numbers $1-\lambda_i$, and unitary factors leave the Frobenius norm unchanged, so

$$\sum_i|1-\lambda_i|^2\le\|T\|_F^2=\|R\|_F^2 .$$

For the minimizer there is also an equality. The least-squares residual is orthogonal to every column of $A_j$, hence to $Sm_j$. Therefore

$$\|r_j\|_2^2=r_j^T(e_j-Sm_j)=r_j^Te_j=R_{jj},$$

and summing over $j$,

$$\|R\|_F^2=\operatorname{tr}R=\sum_i(1-\lambda_i).$$

The eigenvalues of $SM$ thus average to $1-\|R\|_F^2/N$, slightly below 1. For the 5 bohr pattern this is $1-1.955^2/200=0.981$.

## Choosing a norm that survives large systems

The quantity that was minimized is a poor judge of the result. For the 5 bohr pattern $\|R\|_F=1.955$. The disc of that radius contains zero, so this bound cannot even exclude a singular $M$. Yet the eigenvalues of $SM$ have real parts between 0.693 and 1.178.

The cause is size. A middle column contributes $\|r_j\|_2^2=0.0194$, and equal surroundings give equal contributions, so $\|R\|_F$ grows as $\sqrt N$ apart from the chain ends. If all columns were middle columns it would pass 1 near $N\approx1/0.0194\approx51$. The ends lower $\|R\|_F^2$ by $200\times0.019428-1.9554^2\approx0.062$, which moves the crossing to $N\approx1.062/0.0194\approx55$. Doubling the chain to 400 functions raises it to 2.777, a factor of 1.420 instead of $\sqrt2=1.414$; the small excess comes from the ends, where the three outermost columns on each side contribute only about half as much as a middle column.

A local measure is the largest absolute column sum,

$$\eta=\|R\|_1=\max_j\sum_i|R_{ij}| .$$

This is an induced norm, so the eigenvalue bound applies. It is available as soon as the column problems are solved, and it is the same, 0.346, for both chain lengths. A column residual has at most $|I_j|$ nonzero entries, so the Cauchy–Schwarz inequality gives

$$\|r_j\|_1\le\sqrt{|I_j|}\,\|r_j\|_2 .$$

For the middle column the right side is $\sqrt{11}\times0.139=0.462$, against an actual sum of 0.346. The four pattern radii compare as follows, with $\rho(R)=\max_i|1-\lambda_i|$ the spectral radius.

| radius (bohr) | $\Vert R\Vert_F$ | $\eta$ | $\rho(R)$ |
|---|---|---|---|
| 3 | 4.036 | 0.656 | 0.579 |
| 5 | 1.955 | 0.346 | 0.307 |
| 7 | 0.893 | 0.163 | 0.145 |
| 9 | 0.404 | 0.074 | 0.066 |

By the Frobenius norm one would reject the first two patterns. The column sum accepts all four.

## From the certificate to an error estimate

Suppose $\eta<1$. Then no eigenvalue of $R$ equals 1, so $SM=I-R$ is invertible, and so is $M$. Multiplying $SM=I-R$ by $S^{-1}$ from the left and by $(I-R)^{-1}$ from the right gives

$$S^{-1}=M(I-R)^{-1}.$$

To bound the last factor, set $X=(I-R)^{-1}$. Then $X=I+RX$, so $\|X\|_1\le1+\eta\|X\|_1$ and $\|X\|_1\le1/(1-\eta)$. Since $X-I=XR$,

$$S^{-1}-M=M(X-I)=MXR,\qquad \|S^{-1}-M\|_1\le\frac{\|M\|_1\,\eta}{1-\eta}.$$

Everything on the right is computable. For the 5 bohr pattern it is $4.159\times0.346/0.654=2.20$, and the true error is 1.74. Also $S^{-1}-M=S^{-1}R$, so the error relative to $\|S^{-1}\|_1$ is at most $\eta$, here 35 per cent. As a final answer this $M$ is poor. As a start it is certified.

## Refining a solution

For $Sx=b$, start from $x_0=0$ and use $M$ to turn the current residual into a correction:

$$r^{(k)}=b-Sx_k,\qquad x_{k+1}=x_k+Mr^{(k)} .$$

The new residual is

$$r^{(k+1)}=b-Sx_k-SMr^{(k)}=(I-SM)r^{(k)}=Rr^{(k)},$$

so $\|r^{(k)}\|_1\le\eta^k\|b\|_1$. A relative residual of $10^{-10}$ requires at most $\ln10^{-10}/\ln0.346=21.7$ steps, that is 22. With a right-hand side of alternating signs, 20 were needed. The spectral radius 0.307 used as the reduction factor would give 19.5, in line with this count.

The condition $\eta<1$ is sufficient but not necessary. Convergence from every right-hand side requires $R^k\to0$, which holds exactly when $\rho(R)<1$. If $Rv=\mu v$ with $|\mu|\ge1$, then $R^kv=\mu^kv$ does not vanish, and the real and imaginary parts of $v$ cannot both be damped. If $\rho(R)<1$, the Jordan form of $R^k$ contains only powers $\mu^k$ times polynomials in $k$, and these vanish.

## Refining the inverse

To improve $M$ itself, expand $S^{-1}=M(I+R+R^2+\dots)$ and keep two terms. Repeating this gives the Newton–Schulz iteration,

$$M_{k+1}=M_k(I+R_k),\qquad R_k=I-SM_k .$$

Since $SM_k=I-R_k$,

$$R_{k+1}=I-(I-R_k)(I+R_k)=R_k^2 .$$

No commutation of $S$ with $M_k$ was used. Hence $R_k=R_0^{2^k}$ and $\|R_k\|_1\le\eta^{2^k}$. The exponent 21.7 found above must now be reached by $2^k$, so $k=5$ suffices. The residual norms from $k=0$ to 4 were $0.35$, $0.10$, $9.0\times10^{-3}$, $8.0\times10^{-5}$ and $6.4\times10^{-9}$. At $k=5$ the result, $2.5\times10^{-15}$, lies slightly above the bound of $1.8\times10^{-15}$. The bound assumes exact arithmetic. There $R_5=R_4^2$ would have a norm of at most $(6.4\times10^{-9})^2\approx4\times10^{-17}$, so the computed value is almost entirely double-precision rounding.

The same formula settles the naive start. The eigenvalue $-0.280$ of its $SM$ gives $R$ an eigenvalue of $1.280$, and six squarings turn this into $1.280^{64}\approx7\times10^6$. The computed residual norm after six steps was $7.3\times10^6$. The minimizer on the same 3 bohr pattern reached rounding level in the same six steps.

The number of guaranteed steps also helps in choosing the pattern radius. The bounds $\eta^{2^k}\le10^{-10}$ require 6, 5, 4 and 4 steps for radii of 3, 5, 7 and 9 bohr. At this target the largest pattern saves no step over the 7 bohr one, and it starts from a wider matrix.

## Keeping the refined inverse sparse

Each step widens the matrix. If $M_k$ has half-width $h_k$ (the largest $|i-j|$ of a nonzero entry) and $S$ has $h_S$, then $SM_k$ reaches $h_k+h_S$, and multiplication by $M_k$ adds another $h_k$:

$$h_{k+1}=2h_k+h_S .$$

With $h_0=2$ and $h_S=3$ this gives 7, 17, 37, 77 and 157, almost the full chain. Small entries must be dropped, and the derivation shows how much may go. Let $E_k$ contain the dropped entries, with absolute sum at most $\varepsilon$ in each column. Then $M_{k+1}=M_k(I+R_k)-E_k$ and

$$R_{k+1}=R_k^2+SE_k,\qquad \|R_{k+1}\|_1\le\|R_k\|_1^2+\delta,\qquad \delta=\|S\|_1\varepsilon .$$

The bound follows the recursion $u_{k+1}=u_k^2+\delta$ with $u_0=\eta$. Its fixed points solve $u^2-u+\delta=0$:

$$u_\pm=\frac{1\pm\sqrt{1-4\delta}}{2},\qquad \delta<\tfrac14 .$$

Between the roots $u^2+\delta<u$, so the sequence falls. The map increases with $u$ for $u\ge0$, so the sequence cannot jump below $u_-$, and it converges there. A start below $u_-$ rises to it in the same way. A start above $u_+$ is not covered. For small $\delta$, $u_-\approx\delta$: past errors are squared away, and only the latest dropping remains.

With $\varepsilon=10^{-6}$ and $\|S\|_1=1.986$, the bound tends to $2.0\times10^{-6}$. The residual norm settled at $1.2\times10^{-6}$, with at most 39 nonzero entries per column for both 200 and 400 functions. In this model the storage therefore grows in proportion to $N$.

Refinement below a certain level has no value for the original basis, because $S$ was itself cut. Let $S_f=S+\Delta$ be the uncut overlap, with $\|\Delta\|_1=5.5\times10^{-6}$. From $S_f^{-1}-S^{-1}=-S_f^{-1}\Delta S^{-1}$, the change relative to $\|S_f^{-1}\|_2$ is at most $\|\Delta\|_2\|S^{-1}\|_2$. For symmetric $\Delta$ the 2-norm is the largest absolute eigenvalue, which does not exceed $\|\Delta\|_1$. The relative change is thus at most $5.5\times10^{-6}/0.177\approx3\times10^{-5}$. The dropping threshold and the overlap cutoff should be chosen together.

## When the minimizer itself fails

Two small cases with a diagonal pattern can be done by hand. There $m_j$ has one entry $y$, and minimizing $\|e_j-ys_j\|_2^2=1-2yS_{jj}+y^2\|s_j\|_2^2$, with $s_j$ column $j$ of $S$, gives $y=S_{jj}/\|s_j\|_2^2$.

For two normalized functions with overlap $0<s<1$, $y=1/(1+s^2)$. The entries in a column of $R$ are $s^2/(1+s^2)$ and $-s/(1+s^2)$, so

$$\eta=\frac{s+s^2}{1+s^2},\qquad 1-\eta=\frac{1-s}{1+s^2}.$$

The start is always certified, but the margin closes as $(1-s)/2$ when the functions become linearly dependent.

For $N$ functions with equal mutual overlap $s$, $y=1/[1+(N-1)s^2]$. The vector of equal components is an eigenvector of $S$, and for $SM$ it gives

$$\lambda=\frac{1+(N-1)s}{1+(N-1)s^2}.$$

With $N=10$ and $s=1/4$ this is $3.25/1.5625=2.08$, although $S$ is positive definite. Then $|1-\lambda|=1.08$ and refinement diverges. Minimization on a given pattern does not by itself guarantee a usable start, so the start has to be checked. A value $\eta<1$ certifies it, while $\eta\ge1$ leaves the question open.

If the check fails, the pattern can be enlarged. This cannot raise $\|R\|_F$, since the old minimizer is still allowed, and the full pattern gives $R=0$. The column sum $\eta$, however, need not fall at every enlargement, so it must be checked again each time. There is also a safe fallback, $M=I/\|S\|_1$. The eigenvalues of $S$ are positive and at most $\|S\|_1$, so those of $SM$ lie in $(0,1]$ and $\rho(R)<1$. This start is justified by the spectral radius, not by the column sum: for normalized functions with non-negative overlaps $\eta=2-2/\|S\|_1$, which exceeds 1 when $\|S\|_1>2$. The price is speed. For the chain $\rho(R)=1-0.177/1.986=0.911$, and reducing the slowest component by $10^{-10}$ takes $\ln10^{-10}/\ln0.911\approx247$ linear steps or 8 Newton–Schulz steps. With the 5 bohr minimizer the corresponding numbers are 20 and 5. Compared with this fallback, the small least-squares problems gain most when $M$ is applied repeatedly to right-hand sides; for the full inverse they save three Newton–Schulz steps and need the certificate in return. A step forms two matrix products, $SM_k$ and $M_kR_k$, except the first step from a multiple of $I$, which only scales and adds matrices. With the minimizer, $R_0$ is already known from the column problems, so the first step needs only the product $M_0R_0$. The count is therefore 14 products against 9. This is not yet a comparison of work, because the cost of a sparse product depends on how many entries its factors hold, and the column problems have a cost of their own. Nor does it cover other solvers, such as conjugate gradients, which can treat $Sx=b$ without any $M$.

The numerical output below lists the norms, the refinement steps from the minimizer and the middle column.

## Numbers as computed

```
exponent 0.4 bohr^-2; gaps 1.8, 2.2 bohr; overlap cutoff 7.0 bohr; N = 200
overlaps at 1, 1, 2 steps: 0.52309 0.37984 0.04076
neglected overlap, 1-norm: 5.53e-06
S eigenvalues: min 0.17701, max 1.98596, condition number 11.220
global versus column solution, N=12, max difference: 1.8e-15
pattern radius (bohr), max entries/column, ||R||_F, ||R||_2, ||R||_1, spectral radius of R
  3  3  4.03601  0.57916  0.65589  0.57916
  5  5  1.95540  0.30724  0.34617  0.30724
  7  7  0.89332  0.14452  0.16317  0.14452
  9  9  0.40411  0.06598  0.07439  0.06598
radius 5 bohr, column 100 (from 0): least squares 11 rows x 5 unknowns
  row offsets: -2 -1 0 1 2  entries: 0.27566 -0.73867 1.73078 -0.93734 0.23175
  exact inverse, same places: 0.47043 -0.91351 1.89746 -1.12495 0.47043
  column residual: 2-norm 0.13938, its square 0.019428, 1-norm 0.34617
eigenvalues of S M: min real 0.69276, max real 1.17778, max |imag| 6.6e-03
largest asymmetry |M - M^T|: 0.15750
||M||_1 4.15947; error ||S^-1 - M||_1 1.73755, computable bound 2.20228
N = 400: ||R||_F 2.77653 (ratio 1.41993), ||R||_1 0.34617
linear refinement step 1: relative residual 3.028e-01, bound 3.462e-01
linear refinement step 2: relative residual 9.242e-02, bound 1.198e-01
linear refinement step 5: relative residual 2.644e-03, bound 4.971e-03
linear refinement to 1e-10: 20 steps, bound 22
Newton-Schulz steps guaranteed to reach 1e-10: 5; half-width of S 3
step, ||R||_1, bound, half-width of M
  0  3.462e-01  3.462e-01  2
  1  1.007e-01  1.198e-01  7
  2  8.996e-03  1.436e-02  17
  3  7.981e-05  2.062e-04  37
  4  6.369e-09  4.253e-08  77
  5  2.523e-15  1.809e-15  157
final error ||S^-1 - M||_1: 4.56e-15
dropping: eps 1e-06, ||S||_1 1.98611, delta 1.9861e-06, limit of bound 1.9861e-06
step, ||R||_1, max entries/column of M
  0  3.462e-01  5
  1  1.007e-01  15
  2  8.995e-03  28
  3  8.071e-05  37
  4  1.203e-06  39
  5  1.197e-06  39
  6  1.197e-06  39
max entries/column after 8 steps: N=200: 39, N=400: 39
3 bohr pattern, cut exact inverse: min eigenvalue of M -0.14075, of S M -0.27953
  ||R||_F 8.59798, spectral radius of R 1.27953
  ||R||_1 after 6 Newton-Schulz steps: cut inverse 7.28e+06, minimizer 3.07e-15
```
